Onset of Synchrony in Noisy, Globally Coupled Phase Oscillators

**Problem**

An array of N self-sustained oscillators, such as spin-torque oscillators feeding one microwave line, is described by its phases θ_j:

dθ_j = ω_j dt + (K/N) Σ_k sin(θ_k − θ_j) dt + √(2D) dW_j.

The W_j are independent Wiener processes with ⟨dW_j²⟩ = dt, D > 0 is the phase diffusion constant and K ≥ 0 the Kuramoto coupling. The natural frequencies are drawn from a Lorentzian of half-width γ at half maximum,

g(ω) = (γ/π) / [(ω − ω₀)² + γ²].

K, D and γ are angular rates. Take N → ∞ and call the state with uniformly distributed phases incoherent.

(a) Derive the linear equation for small departures from incoherence.

(b) Show that incoherence is linearly unstable for K > 2(γ + D).

(c) Show that for K < 2(γ + D) every bounded small perturbation decays, and say what happens at equality and for D = 0.

(d) An array of vortex-type oscillators has frequency 300 MHz, spread half-width γ/2π = 0.30 MHz and single-device linewidth 0.20 MHz (full width at half maximum). Find the threshold, and the growth or decay time at K/2π = 1.00 and 0.70 MHz.

(e) Estimate how far the threshold moves through a line delay of 0.5 ns, an amplitude relaxation rate Γ/2π = 5.0 MHz, a Gaussian spread, operation at 400 K, and an array of 64 devices.

**Solution**

**(a) The linear equation**

Define the order parameter Z = (1/N) Σ_k e^{iθ_k}. Since sin(θ_k − θ_j) = Im(e^{iθ_k} e^{−iθ_j}), the coupling term is K Im(Z e^{−iθ_j}). Each oscillator feels the others through Z alone. For N → ∞ we use the mean-field description: Z has no sampling fluctuations, and the oscillators of frequency ω have a phase density ρ(θ, ω, t), normalized to one at each ω. Drift and diffusion give

∂ρ/∂t = −∂(vρ)/∂θ + D ∂²ρ/∂θ²,
v = ω + K Im(Z e^{−iθ}).

The noise strength does not depend on θ, so the Itô and Stratonovich readings agree. Introduce the moments

z_n(ω, t) = ∫ e^{inθ} ρ dθ, z₀ = 1, Z = ∫ g(ω) z₁(ω, t) dω.

Multiply the density equation by e^{inθ} and integrate over a period. Integrating by parts once in the drift term and twice in the diffusion term gives

dz_n/dt = in ∫ e^{inθ} v ρ dθ − n²D z_n.

Write Im(Z e^{−iθ}) = (Z e^{−iθ} − Z* e^{iθ})/(2i). The prefactor becomes in·K/(2i) = nK/2, and

dz_n/dt = (inω − n²D) z_n + (nK/2)(Z z_{n−1} − Z* z_{n+1}).

Incoherence is ρ = 1/2π, that is z_n = 0 for n ≥ 1. Near it these moments and Z are small. For n ≥ 2 both coupling terms are products of small quantities and drop out, so z_n decays as e^{−n²Dt}. For n = 1 the term Z z₀ = Z survives:

dz₁/dt = (iω − D) z₁ + (K/2) Z. (1)

The factor 1/2 arises because a sinusoidal drive acting on uniformly spread phases transfers half its strength to the first harmonic.

**(b) Instability above threshold**

Try z₁ = b(ω) e^{λt} and Z = Z₀ e^{λt} with Z₀ ≠ 0 and Re λ > −D. Equation (1) gives

b(ω) = (K/2) Z₀ / (λ + D − iω).

Inserting this into Z₀ = ∫ g b dω and dividing by Z₀ gives the condition

1 = (K/2) ∫ g(ω) dω / (p − iω), p = λ + D. (2)

The denominator vanishes at ω = −ip, whose imaginary part −Re p is negative. We therefore close the contour in the upper half-plane, where the only pole is that of g at ω₀ + iγ. The integrand falls as |ω|⁻³, so the arc contributes nothing. Factoring

g = (γ/π) / [(ω − ω₀ − iγ)(ω − ω₀ + iγ)],

the residue of g at this pole is (γ/π)/(2iγ) = 1/(2πi). Multiplication by 2πi leaves the other factor evaluated at the pole:

∫ g dω/(p − iω) = 1/[p − i(ω₀ + iγ)] = 1/(p + γ − iω₀).

Condition (2) becomes λ + D + γ − iω₀ = K/2, or

λ = iω₀ + K/2 − γ − D. (3)

The assumption Re λ > −D requires K > 2γ. If K > 2(γ + D), it is satisfied and Re λ > 0. The perturbation then grows while rotating at ω₀, so incoherence is unstable.

**(c) Stability below threshold**

The absence of a growing mode does not by itself show that all perturbations decay, and for K < 2γ the mode (3) does not exist. We therefore solve the initial-value problem. Let z₁(ω, 0) = b₀(ω) with |b₀| ≤ C. Treating Z in (1) as a source,

z₁(ω, t) = b₀ e^{(iω−D)t} + (K/2) ∫₀ᵗ e^{(iω−D)(t−s)} Z(s) ds. (4)

Average over g. The same contour gives ∫ g e^{iωτ} dω = e^{iω₀τ − γτ} for τ ≥ 0. With a = γ + D − iω₀,

Z(t) = F(t) + (K/2) G(t),
F(t) = e^{−Dt} ∫ g b₀ e^{iωt} dω,
G(t) = ∫₀ᵗ e^{−a(t−s)} Z(s) ds.

Differentiating G gives G′ = −aG + Z = (K/2 − a)G + F, with G(0) = 0. Hence

Z(t) = F(t) + (K/2) ∫₀ᵗ e^{(K/2−a)(t−s)} F(s) ds. (5)

Set σ = Re(K/2 − a) = K/2 − γ − D. Since g is normalized, |F| ≤ C e^{−Dt}. For σ < 0 let m be the smaller of D and |σ|. Every exponential in (5) is then bounded by one with rate m, so

|Z(t)| ≤ C (1 + Kt/2) e^{−mt}.

Inserting this into (4) gives

|z₁(ω, t)| ≤ C [1 + (K/2)(t + Kt²/4)] e^{−mt}.

The exponential overcomes the powers of t. Z and the first harmonic at every frequency decay, as do the higher harmonics. Together with (b) this proves that incoherence loses linear stability at

K_c = 2(γ + D).

At equality the mode (3) neither grows nor decays: incoherence is neutral at linear order, and nonlinear terms must decide its fate.

The two widths add because the memory kernel e^{−aτ} in G has modulus e^{−γτ}e^{−Dτ}, a product of two exponentials. Frequency spread dephases the population by e^{−γτ}, and noise makes each oscillator forget its phase by e^{−Dτ}. The coupling must rebuild coherence at the rate K/2 to balance γ + D. For identical oscillators, γ → 0, the threshold is 2D.

For D → 0 it is 2γ, but the meaning of stability below it changes. At D = 0 the bound on F no longer decays. Z still vanishes for K < 2γ, because F is the Fourier integral of an integrable function and tends to zero, and its convolution with a decaying exponential does too. The first term of (4), however, keeps the modulus |b₀(ω)|, and the second does not in general cancel it. For b₀ = 1, for instance, Z = e^{(iω₀ + K/2 − γ)t}, and (4) gives |z₁(ω₀, t)| → γ/(γ − K/2), which is not zero. The phases at one frequency stay ordered while different frequencies drift apart. When F is integrable in time, as for smooth b₀, so is Z, and z₁ stays bounded: incoherence without noise is then neutral below threshold. For b₀ with a jump, such as sign(ω − ω₀), F falls only as 1/t, and z₁ at the jump grows as ln t. Damping at each frequency requires D > 0.

Decay need not be monotonic. Take γ/2π = 0.30, D/2π = 0.10 and K/2π = 0.40 MHz, so that K < 2γ, and excite mainly the central oscillators: b₀ ∝ w²/[w² + (ω − ω₀)²] with w/2π = 0.10 MHz. Measure time by x = 2πt·(1 MHz) and work in the frame rotating at ω₀. A partial-fraction integration gives

F/F(0) = e^{−Dt}(γe^{−wt} − we^{−γt})/(γ − w) = 1.5 e^{−0.2x} − 0.5 e^{−0.4x}.

Here K/2 − a corresponds to −0.2, and the second term of (5), divided by F(0), is

0.2 [1.5x e^{−0.2x} − 2.5(e^{−0.2x} − e^{−0.4x})].

The sum simplifies to

Z/Z(0) = (1 + 0.3x) e^{−0.2x}.

At t = 0.318 µs (x = 2) this is 1.07, at 0.955 µs it is 0.84 and at 1.910 µs it is 0.42. The signal first rises: g b₀ is symmetric about ω₀ and has a finite first moment, so the average of (1) over g gives dZ/dt = (K/2 − D)Z > 0 at t = 0 in the rotating frame. Dephasing then takes over. A numerical linearization of the density equation with 48 representative frequencies agrees with these values to within 0.003 of Z(0).

**(d) The array**

First convert the linewidth into D. A free oscillator has ⟨e^{i[θ(t+τ)−θ(t)]}⟩ = e^{iωτ−Dτ}, because a Gaussian phase error of variance 2Dτ reduces the mean by e^{−Dτ}. The Fourier transform is a Lorentzian in angular frequency with half-width D. The full width in ordinary frequency is therefore 2D/2π, and

D/2π = 0.20 MHz / 2 = 0.10 MHz.

The threshold is

K_c/2π = 2(0.30 + 0.10) MHz = 0.80 MHz, or K_c = 5.03 rad/µs.

Without noise it would be 0.60 MHz.

At K/2π = 1.00 MHz, (3) gives a growth rate over 2π of 0.50 − 0.40 = +0.10 MHz. Multiplied by 2π this is 0.628 µs⁻¹, an e-folding time of 1.59 µs. At 0.70 MHz the rate is 0.35 − 0.40 = −0.05 MHz, and the mode decays with a time of 3.18 µs. Response slows near threshold because the rate is proportional to the distance K − K_c.

The stochastic equations were also integrated directly for 200000 oscillators over 0.80 µs. At K/2π = 1.20 MHz, starting from |Z| near 0.05, the mean growth rate was +0.188 MHz against the predicted +0.200. At 0.40 MHz, starting near 0.20, it was −0.212 against −0.200. Signs and sizes agree. Both rates lie about 0.012 MHz low; the effects of finite amplitude, finite sample and finite time step were not separated.

**(e) What the simple threshold leaves out**

*Line delay.* If the common signal arrives with phase lag α, Z in (1) is replaced by Z e^{−iα}. Then K/2 in (3) becomes (K/2)e^{−iα}, and the real part vanishes at

K_c(α) = 2(γ + D)/cos α, for cos α > 0.

For cos α ≤ 0 a coupling with this fixed lag cannot destabilize incoherence. A delay τ gives α ≈ ω₀τ, since K_cτ ≈ 0.0025 makes changes of Z other than its rotation negligible. For 0.5 ns,

α = 2π × 300 MHz × 0.5 ns = 0.94 rad = 54°,

and the threshold rises from 0.80 to 1.36 MHz. This is the largest of the single shifts sized here. The factor 1/cos α belongs to the phase model with a Lorentzian spread; for the Gaussian treated below, the same lag raises the threshold from 0.54 to 0.75 MHz, by 38 %. A phase shifter that brings the total lag to a multiple of 2π removes it.

*Amplitude relaxation.* A real oscillator also responds in amplitude. Take c = (1 + r)e^{iφ} with

dc/dt = [iω + (Γ/2)(1 + iν)(1 − |c|²)] c + H, H = κ e^{iβ} C,

where C is the array mean of c, ν measures the dependence of frequency on amplitude, and β is a coupling phase. Noise of strength D acts on φ; amplitude noise is left out. To first order in r and H, (1 − |c|²)/2 = −r. Dividing by c and separating real and imaginary parts,

dr/dt = −Γr + Re(H e^{−iφ}),
dφ/dt = ω − νΓr + Im(H e^{−iφ}) + noise.

Let z = ⟨e^{iφ}⟩ and y = ⟨r e^{iφ}⟩ at fixed ω. With nearly uniform phases, ⟨Re(He^{−iφ})e^{iφ}⟩ = H/2 and i⟨Im(He^{−iφ})e^{iφ}⟩ = H/2. Therefore

dz/dt = (iω − D)z − iνΓy + H/2,
dy/dt = (iω − D − Γ)y + H/2.

For a mode e^{λt} put q = λ + D − iω. Then y = (H/2)/(q + Γ), z = (H/2 − iνΓy)/q, and

z + y = (H/2) [2q + Γ(1 − iν)] / [q(q + Γ)].

As in (b), the Lorentzian average replaces ω by ω₀ + iγ, hence q by s = λ + γ + D − iω₀. Setting the average equal to C gives

s(s + Γ) = (κe^{iβ}/2)[2s + Γ(1 − iν)].

Choose the coupling phase that compensates the lag due to ν, tan β = ν. Then 1 − iν = e^{−iβ}/cos β, and the effective phase coupling is K = κ/cos β:

s² + s(Γ − K e^{iβ} cos β) − KΓ/2 = 0.

For Γ → ∞ this returns s = K/2, the phase result. At threshold Re s = γ + D. For ν = 0, s is real there, and

K_c = 2(γ + D)(γ + D + Γ)/(2γ + 2D + Γ),

which over 2π is 0.80 × 5.4/5.8 = 0.745 MHz, 7 % below the phase model. For ν = 2 the quadratic gives 0.840 MHz, 5 % above it; if the same D arises from noise acting equally on amplitude and phase, the value is nearer 0.83 MHz, 3 % above. The change of sign follows from an expansion in 1/Γ. Using 2 cos β e^{iβ} = 1 + e^{2iβ}, the quadratic gives K ≈ 2s − 2s²e^{2iβ}/Γ. Its real part, with Im s of order 1/Γ, is

K_c ≈ 2(γ + D)[1 − ((γ + D)/Γ)(1 − ν²)/(1 + ν²)].

At this order the correction changes sign at ν = 1. The phase model needs γ + D ≪ Γ; here the ratio is 0.08. These values assume the lag due to ν is compensated. With β = 0 and K = κ√(1 + ν²), the equation for s gives 1.39 MHz at |ν| = 2. The 0.5 ns delay, β = −0.94, then lowers this to 0.84 MHz for ν = −2 and raises it to about 7.8 MHz for ν = +2.

*Shape of the spread.* Let g be symmetric and fall away from ω₀, and write u = ω − ω₀, p = λ + D − iω₀ = P + iY with P > 0. The integral in (2) becomes ∫ g du/[P − i(u − Y)], with imaginary part

∫₀^∞ h/(P² + h²) [g(Y + h) − g(Y − h)] dh,

g now being a function of u. For Y > 0, Y + h lies farther from the centre than Y − h, so this is negative; for Y < 0 it is positive. Hence Y = 0 and the mode rotates at ω₀. The real part is ∫ g P/(P² + u²) du. With u = P tan χ it becomes ∫ g(P tan χ) dχ, which decreases as P grows. A growing mode, P > D, therefore exists when K exceeds

K_c = 2 / ∫ g(u) D/(D² + u²) du.

A Gaussian with the same half-width, 0.30 MHz, gives 0.54 MHz, 32 % below the Lorentzian value. At equal half-width it places more devices near the centre, where the weight D/(D² + u²) is largest. The formula 2(γ + D) belongs to the Lorentzian, and a fitted half-width alone does not fix the threshold.

*Temperature.* If the linewidth refers to 300 K and D is proportional to absolute temperature, with all else fixed, then at 400 K K_c/2π = 2(0.30 + 0.10 × 4/3) = 0.87 MHz.

*Finite number.* With 64 frequencies drawn at random, the linear mean-field threshold differs from array to array. Sixty draws gave a median of 0.76 MHz and a 16 to 84 percent range of 0.67 to 0.86 MHz; with so few draws each figure is uncertain by about 0.02 MHz. The median lies below 0.80 MHz; the cause was not examined. This estimate omits fluctuations of Z itself. For uncoupled devices the cross terms in |Z|² average to zero, so the rms |Z| is N^{−1/2} = 0.125. A small array thus shows a gradual rise of |Z| where the infinite one has a sharp onset.

**The model beside real devices**

The frequency and linewidth used here are illustrative values for vortex-type spin-torque oscillators, not data for a particular device. The spread of 0.30 MHz supposes that each device has been trimmed by its bias current; if untrimmed devices differed by several MHz, γ would dominate the threshold. The relaxation rate of 5.0 MHz is also a rough value. Equal coupling of all devices is an idealization, and D follows from the linewidth when the frequency noise is white. Amplitude noise converted to frequency noise through ν is white only at rates well below Γ. For the numbers used here, the assumption of zero total lag matters most: in the phase model with Lorentzian spread, 0.5 ns of uncompensated delay raises the required coupling by 70 %. In a real device the delay combines with the lag due to ν, and it can raise or lower the threshold according to the sign of ν. With the lag compensated, the shape of the frequency distribution is the next largest of the effects sized. The main values quoted are collected in the numerical output below.

Computed results

```
All rates are divided by 2 pi unless marked
oscillator frequency: 300 MHz
spread half-width gamma: 0.30 MHz
free linewidth, full width: 0.20 MHz
phase diffusion D: 0.10 MHz
threshold 2(gamma+D): 0.800 MHz
threshold as angular rate: 5.027 rad/us
noise-free threshold 2 gamma: 0.600 MHz
density eq., gamma=0.30 D=0.10: Kc=0.80000 MHz
density eq., gamma=0.10 D=0.30: Kc=0.80000 MHz
density eq., gamma=0.20 D=0.20: Kc=0.80000 MHz
K=1.00 MHz: growth rate +0.1000 MHz
  angular +0.628 1/us, e-fold time 1.59 us
K=0.70 MHz: growth rate -0.0500 MHz
  angular -0.314 1/us, e-fold time 3.18 us
K=0.40 MHz (< 2 gamma), initial width 0.10 MHz:
  t=0.318 us: Z/Z0 density 1.0723, formula 1.0725
  t=0.955 us: Z/Z0 density 0.8405, formula 0.8433
  t=1.910 us: Z/Z0 density 0.4168, formula 0.4173
Stochastic simulation, 200000 oscillators:
  K=1.20: rate +0.1878, theory +0.2000 MHz
  K=0.40: rate -0.2115, theory -0.2000 MHz
Neglected effects:
line delay 0.5 ns: lag 54.0 deg
  threshold with lag: 1.361 MHz
amplitude relaxation rate: 5.0 MHz
  nu=0: threshold 0.745 MHz (-6.9 %)
  nu=2: threshold 0.840 MHz (+5.0 %)
Gaussian spread, same half-width: 0.542 MHz
400 K instead of 300 K, D prop. to T: 0.867 MHz
60 random arrays of 64 devices:
  median threshold 0.759 MHz
  16 to 84 percent range 0.670 to 0.856 MHz
  uncoupled rms |Z| = N^(-1/2): 0.125
```
